# How Gaussian Blur Makes a Fixed Threshold Underestimate Isolated Linewidths

Suppose an instrument with a Gaussian blur of standard deviation 5 nm looks at isolated lines, and each edge is placed where the signal crosses half the contrast of a large pad. A 10 nm line is then reported as 9.3 nm and a 7 nm line as 2.7 nm, while a 6 nm line is not found at all. A fixed offset calibrated on wide lines cannot repair this, because the error depends on the width being measured.

## Conventions

The line is straight, long and isolated, so one coordinate \(x\), measured across it from its centre, is enough. Its true width is \(w\), and \(a=w/2\) is the position of its right edge. The ideal signal is rectangular: 1 on the line and 0 beside it. The zero is the signal of the bare background. The one is the plateau of a pad of the same material, wide enough for its centre to be unaffected by its edges.

The instrument is linear and replaces each point by the normalized Gaussian

\[
g(u)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-u^2/(2\sigma^2)} .
\]

The threshold is fixed at \(1/2\) on this scale, whatever the line's own peak. The distance between the two crossings is the measured width \(m\). The error function is \(\operatorname{erf}(z)=\frac{2}{\sqrt\pi}\int_0^z e^{-t^2}dt\), and \(\operatorname{erfc}=1-\operatorname{erf}\).

## One edge: the threshold is right

Start with material filling the half-space \(u<0\). With \(v=x-u\), its blurred signal is

\[
S_1(x)=\int_{-\infty}^{0}g(x-u)\,du=\int_x^\infty g(v)\,dv
=\tfrac12\operatorname{erfc}\!\left(\frac{x}{\sqrt2\,\sigma}\right).
\]

At the edge, \(S_1(0)=1/2\). Half of the symmetric blur falls on material and half on background, so the 50 percent threshold finds a single edge correctly for any \(\sigma\).

## Two edges: some signal is missing

Now let the material end on both sides. Seen from the right edge, the line is a half-space from which everything beyond the left edge, a distance \(w\) away, has been removed. The signal falls by the part of the Gaussian that reaches that far:

\[
S(a)=\frac12-\int_w^\infty g(v)\,dv
=\frac12-\frac12\operatorname{erfc}\!\left(\frac{w}{\sqrt2\,\sigma}\right)
=\frac12\operatorname{erf}\!\left(\frac{w}{\sqrt2\,\sigma}\right).
\]

This is less than \(1/2\) for every finite width.

To locate the crossing we need the whole profile, \(S(x)=\int_{-a}^{a}g(x-u)\,du\). Put \(t=(x-u)/(\sqrt2\,\sigma)\), so that \(du=-\sqrt2\,\sigma\,dt\). The minus sign exchanges the limits, and the prefactor becomes \(\sqrt2\,\sigma/(\sqrt{2\pi}\,\sigma)=1/\sqrt\pi\):

\[
S(x)=\frac1{\sqrt\pi}\int_{(x-a)/(\sqrt2\sigma)}^{(x+a)/(\sqrt2\sigma)}e^{-t^2}dt
=\frac12\left[\operatorname{erf}\!\left(\frac{x+a}{\sqrt2\,\sigma}\right)
-\operatorname{erf}\!\left(\frac{x-a}{\sqrt2\,\sigma}\right)\right].
\]

At \(x=a\) the second term vanishes and the first has argument \(w/(\sqrt2\,\sigma)\), which returns the edge value above.

Two limits test the result. For \(w\gg\sigma\) the edge signal tends to \(1/2\), the single-edge value. For \(w\ll\sigma\), \(\operatorname{erf}(z)\approx2z/\sqrt\pi\) gives \(S(a)\approx w/(\sqrt{2\pi}\,\sigma)=w\,g(0)\). The line then acts as a weak point source of strength \(w\), and its edge is nearly as bright as its centre.

For \(w=10\) nm and \(\sigma=5\) nm, \(w/\sigma=2\) and \(\operatorname{erf}(\sqrt2)=0.9545\). The edge signal is \(0.9545/2=0.477\), short of one half by 0.023.

## Where the threshold crosses

A low edge signal implies a narrow reading only if the profile falls outward. Since the derivative of \(\frac12\operatorname{erf}(y/(\sqrt2\,\sigma))\) with respect to \(y\) is \(g(y)\),

\[
S'(x)=g(x+a)-g(x-a).
\]

For \(x>0\), the point \(x+a\) is farther from zero than \(x-a\), so \(S'(x)<0\). The signal falls steadily from its peak

\[
S(0)=\operatorname{erf}\!\left(\frac{w}{2\sqrt2\,\sigma}\right).
\]

If the peak exceeds \(1/2\), there is one crossing at positive \(x\). Because \(S(a)<1/2\), it lies inside the true edge. The profile is even, so the other side behaves alike, and \(m<w\).

If the peak is below \(1/2\), there is no crossing. The cutoff width follows from \(S(0)=1/2\):

\[
w_c=2\sqrt2\,\sigma\operatorname{erfinv}(1/2)\approx1.349\,\sigma ,
\]

where \(\operatorname{erfinv}\) is the inverse of \(\operatorname{erf}\). For \(\sigma=5\) nm this is 6.7 nm, which is why the 6 nm line disappears. The 10 nm line has a peak of 0.683 and is found.

An isolated dark space in a bright film has the signal \(1-S(x)\). This equals \(1/2\) at the same positions, so the space is also reported too narrow, by the same amount.

## How large the error is

The equation \(S(m/2)=1/2\) has to be solved numerically, but the tangent at the true edge gives a useful bound. From \(g'(u)=-u\,g(u)/\sigma^2\),

\[
S''(x)=-\frac{(a+x)\,g(a+x)+(a-x)\,g(a-x)}{\sigma^2}.
\]

For \(|x|\le a\) neither term in the numerator is negative, and their sum is positive. The profile is therefore concave across the whole line and lies below its edge tangent. At the crossing,

\[
\frac12\le S(a)+|S'(a)|\left(a-\frac m2\right).
\]

The two ingredients are

\[
\frac12-S(a)=\frac12\operatorname{erfc}\!\left(\frac{w}{\sqrt2\,\sigma}\right),
\qquad
|S'(a)|=g(0)-g(w)=\frac{1-e^{-w^2/(2\sigma^2)}}{\sqrt{2\pi}\,\sigma}.
\]

Solving for \(a-m/2\) and doubling it, because both edges move inward, gives

\[
w-m\;\ge\;\frac{\sqrt{2\pi}\,\sigma\,\operatorname{erfc}\!\left(w/(\sqrt2\,\sigma)\right)}
{1-e^{-w^2/(2\sigma^2)}} .
\]

For wide lines the right side becomes a good estimate. At a fixed distance \(\varepsilon\) inside the edge, the signal tends to \(\frac12[1+\operatorname{erf}(\varepsilon/(\sqrt2\,\sigma))]>\frac12\) as \(w\) grows. The crossing must then be closer to the edge than \(\varepsilon\), however small \(\varepsilon\) is, so the shift \(d=a-m/2\) tends to zero. The tangent neglects a term of order \(d^2\), since \(S''\) is bounded, and keeps a term \(|S'(a)|\,d\) whose slope tends to \(g(0)\). The relative error of the estimate therefore vanishes with \(d\).

In the example the slope magnitude is 0.0690 per nm, so the bound is \(2\times0.02275/0.0690\approx0.66\) nm. The full solution gives \(m=9.33\) nm, an underestimate of 0.67 nm or 6.7 percent of the true width.

## How the error changes with width

Hold \(\sigma\) fixed and let the true width vary. Differentiating the profile with respect to \(a\) at fixed \(x\) gives

\[
\frac{\partial S}{\partial a}=g(x+a)+g(x-a).
\]

The crossing \(x=m/2\) stays at signal \(1/2\), so \(S'(x)\,dx+(\partial S/\partial a)\,da=0\). Since \(dm/dw=dx/da\),

\[
\frac{dm}{dw}=\frac{g(x-a)+g(x+a)}{g(x-a)-g(x+a)} .
\]

The ratio of the two Gaussians is

\[
\frac{g(x-a)}{g(x+a)}
=\exp\!\left[\frac{(x+a)^2-(x-a)^2}{2\sigma^2}\right]
=e^{2xa/\sigma^2}=e^{mw/(2\sigma^2)} .
\]

Dividing numerator and denominator by \(g(x+a)\), and writing the exponential as \(e^{2q}\) with \(q=mw/(4\sigma^2)\),

\[
\frac{dm}{dw}=\frac{e^{2q}+1}{e^{2q}-1}=\coth\!\left(\frac{mw}{4\sigma^2}\right)>1 .
\]

The measured width grows faster than the true width, so the underestimate shrinks steadily: from \(w_c\) at the cutoff, where \(m=0\), towards zero for wide lines. At 10 nm the derivative is 1.37. A small change of 0.1 nm in the true width appears as about 0.14 nm, so this threshold exaggerates width differences between uniform lines as well as shifting the mean. Variations along a single line are exaggerated only if they are slow. If the blur is equally wide along the line, it reduces width variations with periods below about 40 nm in this example.

Near the cutoff \(q\) is small and \(\coth q\approx1/q\). Then \(m\,dm\approx(4\sigma^2/w_c)\,dw\), and integration from \(m=0\) at \(w=w_c\) gives

\[
m\approx\sigma\sqrt{\frac{8(w-w_c)}{w_c}} .
\]

The reading rises from zero as a square root, with infinite initial slope. For a 7 nm line this gives \(5\sqrt{8\times0.255/6.745}=2.75\) nm, against 2.73 nm from the full equation. With \(\sigma=5\) nm throughout:

| True width (nm) | Measured (nm) | Underestimate (nm) |
|---:|---:|---:|
| 7 | 2.73 | 4.27 |
| 8 | 5.94 | 2.06 |
| 10 | 9.33 | 0.67 |
| 12 | 11.78 | 0.22 |
| 15 | 14.97 | 0.03 |

Since \(S\) depends only on \(x/\sigma\) and \(w/\sigma\), the table serves any other blur if all its lengths are scaled together.

## Changing the threshold or the surroundings

Suppose the threshold is instead half of the line's own peak. This level is

\[
\frac12S(0)=\frac12\operatorname{erf}\!\left(\frac{w}{2\sqrt2\,\sigma}\right)
<\frac12\operatorname{erf}\!\left(\frac{w}{\sqrt2\,\sigma}\right)=S(a).
\]

The edge is now brighter than the threshold, so the crossing lies outside it and the width is overestimated. The example gives 13.9 nm, an error of \(+3.9\) nm. As \(w\to0\), \(S(x)/w\to g(x)\), and the reading tends to the full width of the blur at half maximum. Setting \(e^{-x^2/(2\sigma^2)}=1/2\) gives \(2x=2\sqrt{2\ln2}\,\sigma\), or 11.8 nm here. The sign of the bias thus depends on what "50 percent" refers to.

Next, restore the fixed threshold and place the line in a grating with equal lines and spaces, of period \(2w\). Let \(G(x)\) be its blurred signal, with \(x=0\) at a line centre. A copy shifted by \(w\) fills the spaces exactly, so the two ideal signals add to 1 everywhere. Blurring is linear and preserves a constant; hence \(G(x)+G(x-w)=1\). At \(x=w/2\) this reads \(G(w/2)+G(-w/2)=1\). The grating is even about the line centre, so the two terms are equal and

\[
G(w/2)=\tfrac12 .
\]

The neighbours supply the signal that the isolated line lacks. Computed for 10 nm lines at 20 nm pitch, the measured width is 10.000 nm. In this model, an isolated line and a 1:1 grating line of equal true width therefore give different readings, 9.33 and 10.00 nm, which could be mistaken for a difference in the printed pattern.

## Recovering the true width

If \(\sigma\) is known, the bias can be removed. Keep the measured \(m>0\) and seek the \(w\) that satisfies

\[
\operatorname{erf}\!\left(\frac{w+m}{2\sqrt2\,\sigma}\right)
+\operatorname{erf}\!\left(\frac{w-m}{2\sqrt2\,\sigma}\right)=1 .
\]

This is \(S(m/2)=1/2\) with the oddness of \(\operatorname{erf}\) used in the second term. At \(w=m\) the left side is below 1. It rises steadily with \(w\), because \(\partial S/\partial a>0\), and tends to 2. There is therefore one solution.

For the example the correct blur returns 10.00 nm. Using 4.5 nm instead gives 9.72 nm, and 5.5 nm gives 10.35 nm. A 10 percent error in \(\sigma\) thus leaves an error of about 0.3 nm, roughly half of the original bias. Near the cutoff the threshold crosses a nearly flat peak, so a small signal error moves \(m\) a long way. The inversion largely undoes this, because \(dw/dm=\tanh[mw/(4\sigma^2)]\) is small there. The dependence on the blur, however, becomes stronger: as \(m\to0\) the recovered width tends to \(w_c\approx1.349\,\sigma\), so a 10 percent error in \(\sigma\) becomes a 10 percent error in the width.

## The model beside a real resist line

The example is meant to resemble a very narrow line of metal-oxide resist for extreme-ultraviolet lithography, on a carbon underlayer, viewed from above with backscattered electrons. The heavy metal makes the line brighter than the underlayer. The model also assumes that the unblurred signal on the line equals the plateau of the pad, and material contrast alone does not guarantee this for a raised line only 10 nm wide. The 10 nm width is at the narrow end of such patterning. The 5 nm blur is deliberately large: its full width of 11.8 nm is well above the few nanometres or less expected of a well-focused beam, so it stands for an image that is far from sharp. The shape of the blur matters as well as its width, because the bias comes from the part that reaches across the whole line. Purely geometric defocus, modelled as a uniform disc with a sharp rim, has no such part when the disc's radius does not exceed the line width, and it then gives no bias at the fixed threshold. With \(\sigma=2.5\) nm, the same line has \(w/\sigma=4\), and scaling the computed 20 nm case by one half gives a bias of only about 0.0004 nm. At the fixed threshold the bias falls from 6.7 percent of the true width at \(w=2\sigma\) to 0.2 percent at \(w=3\sigma\), so a purely Gaussian blur read at this threshold matters mainly for lines narrower than about three \(\sigma\). The rule does not carry over to other cases: at \(w=3\sigma\) the long-range tail considered below still leaves a 3.6 percent underestimate, and the own-peak threshold overestimates by 11 percent.

The other assumptions can be sized by changing one at a time in the 10 nm example, whose unmodified reading is 9.33 nm. The inputs are rough.

- **Sidewalls and pixels.** A 20 nm high resist with 86 degree sidewalls has edge ramps 1.4 nm wide. If the signal follows the local thickness and \(w\) is the width at mid-height, the reading becomes 9.32 nm. Averaging the signal over 1 nm pixels changes the unmodified reading by less than 0.01 nm; this leaves out any error from interpolating between pixels.
- **Roughness.** If the signal is averaged along the line before the threshold is applied, Gaussian displacements of the two edges, 1 nm rms each, add in quadrature to the blur: \(\sqrt{5^2+1^2}=5.10\) nm. The reading is 9.24 nm.
- **Long-range scattering.** If 5 percent of the response lies in a second Gaussian with a standard deviation of 50 nm, a wide pad collects that part but a narrow line loses most of it. The reading drops to 8.66 nm, which doubles the bias.
- **Edge brightening.** Extra signal in a 2 nm band inside each edge acts the other way. An extra 10 percent gives 9.89 nm and 30 percent gives 10.89 nm; the bias cancels at 12 percent.
- **Threshold calibration.** A level of 0.51 instead of 0.50 gives 9.03 nm, a shift of 0.30 nm.

Two of these changes can overturn the conclusion. A moderate amount of edge brightening reverses the sign of the bias, and so does a threshold set below the edge signal of 0.477. Secondary electrons escape more easily near an edge, which brightens the edges in images formed with them, and the rectangular model should not be applied to such images without that term. Backscattered electrons can also leave a narrow raised line through its sidewalls, so the whole line may appear brighter than the pad, by an amount that depends on beam energy and detector acceptance. If the line's signal is uniformly higher than the pad's by a factor above \(1/\operatorname{erf}(\sqrt2)\approx1.05\), the edge signal exceeds one half and the 10 nm line is reported too wide. The sign of the bias in a real image therefore cannot be taken from this model until that factor is known. Shrinkage of the resist under the beam is a separate matter: it changes \(w\) itself, and no correction for blur can restore it. The numerical output below lists the values behind these comparisons.

## Calculated quantities

```
true width w = 10.0 nm
blur sigma = 5.0 nm
blur full width at half maximum = 11.77 nm
w/sigma = 2.00
erf(w/(sqrt(2) sigma)) = 0.9545
signal at true edge = 0.4772
shortfall below one half = 0.0228
peak signal = 0.6827
slope magnitude at edge = 0.06899 per nm
tangent estimate of underestimate = 0.660 nm
fixed-threshold width = 9.333 nm
underestimate = 0.667 nm
relative underestimate = 6.67 percent
own-half-peak width = 13.857 nm
own-half-peak overestimate = 3.857 nm
cutoff w_c/sigma = 1.3490
cutoff width w_c = 6.745 nm
dm/dw at example = 1.366
table: w, fixed width, underestimate (nm); edge signal
   7.0   2.7329  4.2671  0.41924
   8.0   5.9377  2.0623  0.44520
  10.0   9.3327  0.6673  0.47725
  12.0  11.7819  0.2181  0.49180
  15.0  14.9658  0.0342  0.49865
  20.0  19.9992  0.0008  0.49997
corrected width, right sigma = 10.000 nm
corrected width, sigma 4.5 nm = 9.719 nm
corrected width, sigma 5.5 nm = 10.349 nm
1:1 grating, pitch 20 nm: width = 10.000 nm
resist height = 20 nm, sidewall angle = 86 degrees
sidewall ramp = 1.40 nm: width = 9.319 nm
pixel 1.0 nm: width = 9.325 nm
edge roughness 1.0 nm rms: width = 9.243 nm
tail 5 percent, sigma 50 nm: width = 8.664 nm
bright edge band = 2.0 nm
edge brightening 10 percent: width = 9.887 nm
edge brightening 30 percent: width = 10.890 nm
brightening that cancels bias = 12.1 percent
threshold 0.51 instead of 0.50: width = 9.034 nm
```
